# Worst-case sneak resistance of a floating 100 by 100 crossbar

## Problem

A memory array has $N=100$ row lines and $N=100$ column lines. At each crossing a two-terminal cell joins the row to the column, with no transistor or other selector in series. To read one cell, a voltage $V$ is applied between its row and its column. The other 198 lines are left floating.

Take the cells as linear resistors and the lines as perfect conductors. The **sneak resistance** $R_s$ is the resistance between the selected row and the selected column with the selected cell removed. It describes all the current that bypasses the cell being read.

(a) All unselected cells have the same resistance $R$. Show that $R_s$ is about $0.0203\,R$.

(b) Each cell stores a bit as a low resistance $R_P$ or a high resistance $R_{AP}$. Show that the worst case, meaning the smallest $R_s$ over all stored data, has every unselected cell in the low state.

(c) Find what this does to the reading of an array of magnetic tunnel junctions, and judge whether the idealizations are acceptable there.

## A tempting solution

Write $m=N-1=99$ for the number of unselected lines of each kind. Current that avoids the selected cell must leave the selected row through another cell, onto a floating column. It then crosses to a floating row, and from there it reaches the selected column. The shortest detour therefore has three cells in series, with resistance $3R$.

There are $m$ choices of floating column and $m$ choices of floating row, hence $m^2=9801$ such detours. Placing them in parallel gives

$$
R_s \stackrel{?}{=} \frac{3R}{m^2}=0.000306\,R .
$$

The count of detours is right, but the answer is too small by a factor of about 66.

## Where it fails

Resistances may be combined in parallel as separate branches only if the branches do not share resistors. These detours do. The cell between the selected row and a given floating column belongs to $m$ detours, one for each floating row by which the current may continue. The same holds for each cell on the selected column. Only the middle cell of a detour belongs to no other three-cell detour.

The currents expose the contradiction. If each detour really had resistance $3R$ across the full voltage, it would carry $V/(3R)$. A cell on the selected row would carry the current of $m$ detours, $mV/(3R)$, and the voltage across it would be

$$
R\cdot\frac{mV}{3R}=\frac{mV}{3}=33\,V .
$$

One cell cannot drop 33 times the voltage applied to the whole resistor network. The cells on the two selected lines are bottlenecks, and the tempting solution has used each of them 99 times over.

## Right solution of part (a)

**Sorting the cells.** The unselected cells form three groups:

- $m$ cells join the selected row to the floating columns;
- $m^2$ cells join the floating columns to the floating rows;
- $m$ cells join the floating rows to the selected column.

Their number is $m^2+2m=(m+1)^2-1=N^2-1$, so none is missing.

**Kirchhoff's equations.** Put the selected row at potential $V$ and the selected column at $0$. All floating columns are connected in the same way, which suggests a common potential $x$ for them. Likewise try a common potential $y$ for all floating rows. Whether this trial is the true solution is settled below.

A floating line has no external connection, so the currents flowing into it through its cells add to zero. A floating column has one cell to the selected row and $m$ cells to floating rows. After multiplication by $R$,

$$
(V-x)+m(y-x)=0
\quad\Longrightarrow\quad
(m+1)x=V+my .
$$

A floating row has one cell to the selected column and $m$ cells to floating columns:

$$
(0-y)+m(x-y)=0
\quad\Longrightarrow\quad
y=\frac{m}{m+1}\,x .
$$

Substituting the second result into the first gives

$$
\left[(m+1)-\frac{m^2}{m+1}\right]x=V .
$$

The bracket equals $[(m+1)^2-m^2]/(m+1)=(2m+1)/(m+1)$. Therefore

$$
x=\frac{m+1}{2m+1}\,V,\qquad y=\frac{m}{2m+1}\,V .
$$

**Why there is no other solution.** The trial satisfies the current balance of every floating line. Suppose a second set of potentials did so too. The difference of the two sets is zero on both driven lines, and by linearity it also satisfies the current balance on every floating line. It describes a network whose driven lines are both at zero, so no source delivers power to it. The power dissipated in its cells, a sum of squares with positive coefficients, must then vanish, and every cell has equal potentials at its two ends. Each floating line is joined by a cell to a driven line, so the difference is zero everywhere. The trial is the solution.

**The resistance.** The sneak current leaves the selected row through $m$ cells, each with the voltage

$$
V-x=\frac{(2m+1)-(m+1)}{2m+1}\,V=\frac{m}{2m+1}\,V .
$$

Hence

$$
I_s=m\,\frac{V-x}{R}=\frac{m^2}{2m+1}\,\frac{V}{R},
$$

and, with $m=N-1$,

$$
\boxed{\frac{R_s}{R}=\frac{V}{I_sR}=\frac{2m+1}{m^2}=\frac{2N-1}{(N-1)^2}}
$$

For $N=100$ this is $199/9801=0.0203041$, which is the value to be shown. A numerical solution of Kirchhoff's equations for all 198 floating lines, each with its own unknown potential, gives the same seven decimals.

**Reading the formula.** Since all floating columns share one potential, they may be joined by a wire without changing any current, and so may the floating rows. The three groups are then three sets of parallel resistors in series:

$$
R_s=\frac{R}{m}+\frac{R}{m^2}+\frac{R}{m}.
$$

With $m=99$ the terms are $0.010101\,R$, $0.000102\,R$ and $0.010101\,R$. The 9801 middle cells contribute about half a percent of the total. The 198 cells on the selected lines supply the rest, and for large $N$ the result approaches $2R/m$.

The tempting solution can now be repaired. Replace each bottleneck cell by $m$ parallel strands of resistance $mR$, which together again have resistance $R$. Give one strand to each detour. A detour then has resistance $mR+R+mR=(2m+1)R$, and the detours share nothing. Placing $m^2$ of them in parallel gives $(2m+1)R/m^2$, the correct value. Corresponding points of the strands have equal potentials, so joining them again changes nothing.

The smallest array shows when the first count was right. For $N=2$ there is one detour and nothing to share, and both formulas give $3R$. For $N=10$ the correct value is already $0.2346\,R$, whereas $3R/m^2$ would be $0.037\,R$.

## Part (b): which data are worst

Now let the unselected cells differ. The cell joining lines $a$ and $b$ has conductance $g_{ab}$, and $v_a$ denotes the true potential of line $a$. The current leaving line $a$ through its cells is $J_a=\sum_b g_{ab}(v_a-v_b)$. For any set of numbers $u_a$ assigned to the lines,

$$
\sum_{\text{cells}}g_{ab}(v_a-v_b)(u_a-u_b)=\sum_a u_aJ_a ,
$$

because each cell contributes $g_{ab}(v_a-v_b)u_a$ to the term of line $a$ and $g_{ab}(v_b-v_a)u_b$ to that of line $b$. On floating lines $J_a=0$.

Define $P[u]=\sum_{\text{cells}} g_{ab}(u_a-u_b)^2$. Choosing $u=v$ in the identity leaves the term of the selected row alone, since the selected column is at zero:

$$
P[v]=VI_s=\frac{V^2}{R_s}.
$$

Next take trial potentials $u=v+d$, where $d$ is zero on the two driven lines. Expanding the square gives

$$
P[v+d]=P[v]+2\sum_{\text{cells}}g_{ab}(v_a-v_b)(d_a-d_b)+P[d].
$$

By the identity the middle sum is $\sum_a d_aJ_a$. It vanishes because $d_a=0$ on driven lines and $J_a=0$ on floating ones. As $P[d]\ge 0$, the true potentials minimize $P$.

Raise some conductances from $g$ to $g'\ge g$, and let $v'$ be the new true potentials. Then

$$
\frac{V^2}{R_s'}=P'[v']\;\ge\;P[v']\;\ge\;P[v]=\frac{V^2}{R_s}.
$$

The first inequality holds because each squared term has a larger or equal coefficient. The second holds because $v'$ is merely a trial for the old network. So $R_s'\le R_s$: lowering a cell resistance never raises the sneak resistance.

Starting from any data pattern, one can switch every high unselected cell to low without ever raising $R_s$. The pattern with all unselected cells low therefore has the smallest $R_s$, and the resistance $R$ of part (a) is $R_P$. By the same argument the pattern with all of them high has the largest.

## Part (c): reading a tunnel-junction array

**Parameters.** Consider junctions with an aluminium-oxide barrier and aluminium lines, with rough values typical of magnetic memory written by magnetic fields. The resistance-area product is $1000\ \Omega\,\mu\mathrm{m}^2$ in the low state and the junction is a square of side 200 nm. The magnetoresistance ratio is $\mathrm{TMR}=(R_{AP}-R_P)/R_P=40\,\%$, and the read voltage is 100 mV. Then

$$
R_P=\frac{1000}{0.2^2}\ \Omega=25\,000\ \Omega,\qquad
R_{AP}=1.4\,R_P=35\,000\ \Omega .
$$

The worst-case sneak resistance is $0.0203041\times 25\,000\ \Omega=507.6\ \Omega$. With all unselected cells high it is $710.6\ \Omega$, and every other data pattern lies between these limits.

In the worst case the floating columns sit at 50.25 mV and the floating rows at 49.75 mV. Each cell on a selected line therefore drops 49.75 mV, and each of the 9801 middle cells only 0.50 mV.

**The signal.** The sneak current is $100\ \mathrm{mV}/507.6\ \Omega=197.01\ \mu\mathrm{A}$. The selected cell adds $4.00\ \mu\mathrm{A}$ if it is low and $2.86\ \mu\mathrm{A}$ if it is high. The total is $201.01$ or $199.86\ \mu\mathrm{A}$, so the signal is $1.143\ \mu\mathrm{A}$.

Relative to the total current in the high state, and with the other data held fixed, the contrast is

$$
\frac{1/R_P-1/R_{AP}}{1/R_{AP}+1/R_s}
=\frac{\mathrm{TMR}}{1+R_{AP}/R_s}
=\frac{0.40}{1+35\,000/507.6}=0.572\,\% .
$$

The middle form follows on multiplying numerator and denominator by $R_{AP}$. An isolated cell would give 40 %.

**Unknown data are worse than low contrast.** Changing all unselected cells from low to high multiplies $R_s$ by $1+\mathrm{TMR}$, and so changes the sneak current by $(V/R_s)[1-1/(1+\mathrm{TMR})]$. The signal is $(V/R_P)[1-1/(1+\mathrm{TMR})]$. The brackets cancel in the ratio:

$$
\frac{\text{sneak change}}{\text{signal}}=\frac{R_P}{R_s}=\frac{m^2}{2m+1}=49.3
$$

to within rounding. Here the change is $56.29\ \mu\mathrm{A}$. A low cell among high ones gives a total of $197.01-56.29+4.00=144.72\ \mu\mathrm{A}$, which is less than the $199.86\ \mu\mathrm{A}$ of a high cell among low ones. No fixed current threshold can separate the two states for all data. A larger TMR does not help within this model, because it cancels from the ratio.

**If the lines do not float.** The result depends on the floating condition. Suppose that the unselected rows are held at the potential of the selected column, while the unselected columns still float. The unselected cells on the selected column then have no voltage across them, and the current collected by that column is $V/R_{\text{sel}}$ alone, where $R_{\text{sel}}$ is the resistance of the selected cell.

The price is paid at the source. With $y=0$ the column equation gives $x=V/(m+1)$. The current from the selected row into the unselected cells is then $m(V-x)/R=m^2V/[(m+1)R]$, nearly twice the floating value $m^2V/[(2m+1)R]$. This remedy requires low line resistance and a sense circuit that holds its column accurately at the common potential.

## How good are the idealizations?

**Line resistance.** Let the aluminium have resistivity $3.0\ \mu\Omega\,\mathrm{cm}$, a rough value, and let the lines be 200 nm wide and 300 nm thick with a pitch of 400 nm. One pitch of line has the resistance

$$
r=\frac{3.0\times10^{-8}\ \Omega\,\mathrm{m}\times 400\ \mathrm{nm}}{200\ \mathrm{nm}\times 300\ \mathrm{nm}}=0.200\ \Omega .
$$

That is tiny beside $25\,000\ \Omega$, but the proper comparison is with $R_s$, and the selected lines carry the current of 99 cells. The current in the selected row falls almost linearly from $I_s$ at the contact to zero at the far end. The mean of its square is about $I_s^2/3$, so the row dissipates about $I_s^2\,mr/3$. The selected column does the same. Each floating line carries at most about $I_s/m$, so the $2m$ floating lines together dissipate at most about $1/m$ of what the two selected lines do, and they are neglected.

To first order in $r$ this power may be computed with the ideal currents. The lines cause a small redistribution $\delta i$ of the cell currents at fixed total current. It changes the cell power by $2\sum R\,i\,\delta i$, which is twice the sum of cell voltages times $\delta i$. That sum is zero because $\delta i$ is conserved on every line and brings no net current from the source. Hence

$$
\Delta R_s\approx\frac{2mr}{3}=13\ \Omega,\qquad
\frac{\Delta R_s}{R_s}\approx\frac{m^2r}{3R}\approx 2.6\,\% .
$$

A numerical solution of the full network, with two nodes per crossing and the contacts at the first crossing of each selected line, gives $521.1\ \Omega$ for the cell nearest the contacts and $520.7\ \Omega$ for the farthest. These are 2.65 % and 2.57 % above the ideal value. Ideal lines are thus a fair approximation for $R_s$, but not for a calculated background in a reading: the correction lowers the sneak current by about $5\ \mu\mathrm{A}$, more than four times the signal. The signal itself also depends on position. The farthest cell sees about 96 mV instead of 100 mV, and its signal, which scales roughly as the square of this voltage, falls from 1.143 to about $1.056\ \mu\mathrm{A}$. The relative correction grows roughly as the square of the number of lines per side, so ideal lines require $m^2r\ll 3R$.

**Bias.** Tunnel junctions conduct better at higher voltage. As a rough model take the cell current $(v/R)[1+(v/v_0)^2]$ with $v_0=1.0$ V. The bottleneck cells have about 0.05 V across them, so their conductance rises by about $0.05^2=0.25\,\%$. Solving the series circuit of the three groups numerically gives a fall of $R_s$ by 0.246 %.

The TMR also falls with bias. If it drops as $1/[1+(v/0.4\ \mathrm{V})^2]$, again a rough law, the selected cell at 100 mV has 37.6 % instead of 40 %. With $R_P$ held fixed, the signal falls from 1.143 to $1.094\ \mu\mathrm{A}$.

**Unequal cells.** In 200 random arrays with independent, normally distributed resistances of 5 % standard deviation about $R_P$, the mean of $R_s$ was 0.26 % below the ideal value and its standard deviation was 0.41 % of that value. So small a sample is not converged: with 6000 arrays the two figures are 0.24 % and 0.36 %. To first order the 198 bottleneck cells contribute equally and independently to nearly all of $R_s$, which predicts a standard deviation of $5\,\%/\sqrt{198}=0.36\,\%$, in agreement with the larger sample; the 0.41 % of the small sample is a chance excess of about two and a half standard errors. The predicted scatter corresponds to about $0.7\ \mu\mathrm{A}$ of sneak current, comparable with the signal. The formula for $R_s$ survives the spread well, but a reading that relies on a calculated background does not.

**Noise and stress.** The total resistance between the selected lines is $100\ \mathrm{mV}/201.01\ \mu\mathrm{A}=497.5\ \Omega$. At 300 K and in a bandwidth $B=10$ MHz, the thermal noise current $\sqrt{4k_BTB/497.5\ \Omega}$ is 18.2 nA rms, about one sixtieth of the signal. Amplifier, shot and low-frequency noise are left out, so this is not a full noise budget.

For a barrier 1.2 nm thick the field is 0.83 MV/cm, well below a rough breakdown field of 10 MV/cm. The sneak current gives the selected line a current density of 0.33 MA/cm², below but not far from the rough 1 MA/cm² at which electromigration in aluminium becomes a concern.

**Beside real devices.** Memories with such junctions normally place a transistor in series with each cell, which removes the network treated here. The selectorless array is thus a design case, not a description of those products. Newer junctions switched by spin torque have much lower resistance-area products, roughly $10\ \Omega\,\mu\mathrm{m}^2$, and cell resistances of a few thousand ohms. For such cells the assumption of ideal lines is less accurate. With $R=5000\ \Omega$ and the same lines, the first-order correction is five times larger, about 13 %, and narrower lines at the same pitch and thickness would raise it further. The ratio 0.0203 is a property of the ideal network. It carries over to a real array only as far as the lines, the bias and the spread of the cells allow.
